# The hyperdynamics boost factor as a biased-ensemble average, part 1

(Sections cited here and not found follow in the second part.)

## The boost factor and its conditions

An adatom on a metal surface may wait microseconds between hops, while a molecular dynamics step lasts femtoseconds. For the case worked out below, with steps of ten femtoseconds, one hop costs about $8\times10^{8}$ steps. Raising the bottom of the potential well makes the hops frequent, but the trajectory then runs on a false clock. Without a rule connecting its time to physical time, it gives no rate. Nor is it clear that the preferred exit is still the right one, since different exits might be hastened by different amounts. Within transition-state theory, both difficulties disappear under a definite condition on the bias, and the required clock can be computed from the biased trajectory itself.

Consider classical particles with Cartesian coordinates $x_i$, masses $m_i$ and potential energy $V$. It is convenient to use mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$, with velocities $u_i=\dot q_i$, because the kinetic energy is then $\tfrac12\sum_i u_i^2$ and all directions are equivalent. Let $A$ be a region of configuration space, the state, and let its boundary be made of dividing surfaces $S_j$, one for each exit $j$. With $\beta=1/(k_BT)$, the canonical average over $A$ of a function of positions is

$$
\langle O\rangle_A=\frac{1}{Z_A}\int_A O(q)\,e^{-\beta V(q)}\,dq,\qquad Z_A=\int_A e^{-\beta V(q)}\,dq .
$$

Velocities are distributed independently of positions. Each component, including the component $u_n$ along the outward normal of a surface, has the density

$$
g(u)=\sqrt{\frac{\beta}{2\pi}}\;e^{-\beta u^2/2}.
$$

The transition-state-theory (TST) rate is the outward equilibrium flux through the surface. To find it, take a surface element $d\sigma$ and a short time $dt$. A system with normal velocity $u_n>0$ leaves through this element during $dt$ if it starts within the distance $u_n\,dt$ inside it. The corresponding volume is $u_n\,dt\,d\sigma$, and the probability density of positions there is $e^{-\beta V}/Z_A$. Summing over the surface and over outward velocities, and dividing by $dt$, gives

$$
k_j=\int_0^\infty u\,g(u)\,du\;\frac{\int_{S_j}e^{-\beta V}d\sigma}{Z_A}.
$$

The velocity integral follows from $\int_0^\infty u\,e^{-\beta u^2/2}du=1/\beta$:

$$
c\equiv\int_0^\infty u\,g(u)\,du=\sqrt{\frac{\beta}{2\pi}}\;\frac1\beta=\sqrt{\frac{k_BT}{2\pi}} .
$$

Hence

$$
k_j=c\,\frac{\int_{S_j}e^{-\beta V}d\sigma}{\int_A e^{-\beta V}dq}. \tag{1}
$$

If all $n$ coordinates have the same mass $m$, then $d\sigma=m^{(n-1)/2}dS$ and $dq=m^{n/2}dr$ in ordinary lengths. The ratio of the two supplies a factor $m^{-1/2}$, so that $c$ is replaced by $\sqrt{k_BT/(2\pi m)}$.

Equation (1) counts every outward crossing. Calling it an escape rate is the assumption of TST: a system that crosses does not promptly return, nor does it run on through the next state as part of the same event. The flux is a property of equilibrium, whereas this assumption concerns the motion. The two will be kept apart.

Now add a bias $\Delta V(q)\ge0$ that depends on positions alone, is continuous, and satisfies

$$
\Delta V(q)=0\quad\text{for every } q \text{ on every } S_j. \tag{2}
$$

The biased system moves in $V+\Delta V$. Its average over $A$ is

$$
\langle O\rangle_b=\frac{1}{Z_b}\int_A O\,e^{-\beta(V+\Delta V)}dq,\qquad Z_b=\int_A e^{-\beta(V+\Delta V)}dq .
$$

An unbiased average can be obtained from the biased ensemble. Write $e^{-\beta V}=e^{-\beta(V+\Delta V)}e^{\beta\Delta V}$ in the numerator and in the denominator, then divide both by $Z_b$:

$$
\langle O\rangle_A=\frac{\int_A O\,e^{\beta\Delta V}e^{-\beta(V+\Delta V)}dq}{\int_A e^{\beta\Delta V}e^{-\beta(V+\Delta V)}dq}
=\frac{\langle O\,e^{\beta\Delta V}\rangle_b}{\langle e^{\beta\Delta V}\rangle_b}. \tag{3}
$$

The rate has this form with $O=c\,\delta_{S_j}$, where $\delta_{S_j}$ is the surface delta function that turns an integral over $A$ into an integral over $S_j$, approached from inside. The velocity factor $c$ is unaffected, since the bias does not involve velocities. Therefore

$$
k_j=\frac{c\,\langle\delta_{S_j}e^{\beta\Delta V}\rangle_b}{\langle e^{\beta\Delta V}\rangle_b}.
$$

In the numerator, the delta function admits points on $S_j$ alone. There condition (2) makes $e^{\beta\Delta V}$ equal to one. What remains, $c\,\langle\delta_{S_j}\rangle_b$, is the TST rate $k_{b,j}$ of the biased system through the same surface. The result is

$$
\frac{k_{b,j}}{k_j}=B,\qquad B=\langle e^{\beta\Delta V}\rangle_b . \tag{4}
$$

The denominator does not know which exit was chosen, so $B$ is common to all exits. It cancels from every branching ratio, $k_{b,i}/k_{b,j}=k_i/k_j$. No knowledge of the saddle points was used, beyond the assurance that the bias is zero on the surfaces containing them.

Inserting the definition of the biased average shows what $B$ measures:

$$
B=\frac{1}{Z_b}\int_A e^{\beta\Delta V}e^{-\beta(V+\Delta V)}dq=\frac{Z_A}{Z_b}=\frac{1}{\langle e^{-\beta\Delta V}\rangle_A}. \tag{5}
$$

With configurational free energies $F=-k_BT\ln Z$, this is $k_BT\ln B=F_b-F_A$. The bias leaves the bottleneck alone and raises the free energy of the well, and the boost is the exponential of that rise in units of $k_BT$. Since $0\le\Delta V\le\Delta V_{\max}$, it follows that $1\le B\le e^{\beta\Delta V_{\max}}$.

A second bound can be tighter. Let $P_0$ be the unbiased probability of the part of $A$ where the bias is zero. That part alone contributes $P_0$ to $\langle e^{-\beta\Delta V}\rangle_A$, and the rest contributes a positive amount, so

$$
B\le\frac{1}{P_0}. \tag{6}
$$

A simple model shows both bounds at work. Let the bias have the constant height $D$ on an inner region of unbiased probability $1-P_0$, falling to zero in a layer thin enough to ignore. Then

$$
\frac1B=(1-P_0)e^{-\beta D}+P_0 .
$$

For small $D$ and small $P_0$ the boost grows as $e^{\beta D}$. Once $e^{-\beta D}$ is far below $P_0$ it saturates at $1/P_0$, because the biased system has been driven out of the inner region and now lives where there is no bias. Raising the bias further gains nothing.

The average in (4) can be gathered along the trajectory. Define the weight and the hypertime by

$$
w=e^{\beta\Delta V},\qquad t_h=\int_0^t w\big(q(t')\big)\,dt' , \tag{7}
$$

which in a simulation with time step $\delta t$ becomes a sum of $\delta t\,e^{\beta\Delta V}$ over the steps. If the motion samples the biased canonical ensemble, as thermostatted dynamics is designed to do, then $t_h/t$ tends to $B$ during a long stay in $A$.

There is a sharper statement for a trajectory that wanders among many states. It needs ergodicity, but not the TST assumption. Let $Z_{\rm tot}$ be the integral of $e^{-\beta(V+\Delta V)}$ over all accessible configurations, taken to be finite, and let the trajectory last a long time $t$. The hypertime accumulated while in $A$, divided by $t$, tends to

$$
\frac{1}{Z_{\rm tot}}\int_A e^{\beta\Delta V}e^{-\beta(V+\Delta V)}dq=\frac{Z_A}{Z_{\rm tot}} .
$$

The number of outward crossings of $S_j$, divided by $t$, tends to the equilibrium flux

$$
\frac{c}{Z_{\rm tot}}\int_{S_j}e^{-\beta(V+\Delta V)}d\sigma=\frac{c}{Z_{\rm tot}}\int_{S_j}e^{-\beta V}d\sigma ,
$$

where (2) was used. Dividing the second by the first gives $k_j$ of equation (1). Crossings per unit hypertime therefore occur at the unbiased TST frequency, even if some of them are immediate returns.

To turn a frequency of crossings into a law for single waiting times, more is needed. Suppose that crossings are independent escapes, and that the biased system forgets its past inside $A$ in a time $\tau$ much shorter than its mean residence time $1/k_b$, where $k_b=\sum_jk_{b,j}$. Choose an interval $\epsilon$ between these two times. In each interval the probability of escape is $k_b\epsilon$, whatever happened before. The probability of surviving for a time $t$ is then

$$
(1-k_b\epsilon)^{t/\epsilon}\simeq e^{-k_bt},
$$

because $k_b\epsilon\ll1$. Over a stay much longer than $\tau$, the hypertime is close to $Bt$. Substituting $t=t_h/B$ and $k_b=Bk$, with $k=\sum_jk_j$, gives a survival probability $e^{-kt_h}$. Waiting times measured in hypertime have the exponential distribution of the unbiased system, with mean $1/k$. Within a single stay, hypertime advances in bursts, fast at the bottom of the well and slowly near its rim. It is a clock for escapes, and does not time the vibrations in between.

If the TST assumption fails, the true escape rates are $\kappa k$ without the bias and $\kappa_bk_b$ with it, where $\kappa$ and $\kappa_b$ are dynamical correction factors. Hyperdynamics then infers $\kappa_bk_b/B=\kappa_bk$, which differs from the truth by the factor $\kappa_b/\kappa$. The method does not repair recrossing, but neither does it suffer from the part of the correction that is common to both surfaces.

The precision of the clock is set by the spread of $w$. Its second moment follows in the same way as (5):

$$
\langle w^2\rangle_b=\frac{1}{Z_b}\int_A e^{2\beta\Delta V}e^{-\beta(V+\Delta V)}dq
=\frac{Z_A}{Z_b}\,\langle e^{\beta\Delta V}\rangle_A .
$$

Here $Z_A/Z_b=B$. Dividing by $B^2$ and using $1/B=\langle e^{-\beta\Delta V}\rangle_A$ gives

$$
R\equiv\frac{\langle w^2\rangle_b}{B^2}=\langle e^{\beta\Delta V}\rangle_A\,\langle e^{-\beta\Delta V}\rangle_A . \tag{8}
$$

The relative variance of $w$ is $R-1$, so $N$ independent samples determine $B$ with relative standard error $\sqrt{(R-1)/N}$. In the model with constant height $D$, the first factor in (8) grows as $(1-P_0)e^{\beta D}$ while the second tends to $P_0$. The noise thus grows exponentially after the boost has stopped growing. The average is then carried by rare visits to the inner region, which a short trajectory may miss altogether.

Successive points of a trajectory are correlated. Let $C(s)$ be the autocorrelation of $w-B$ at time lag $s$, and define $\tau_w=\int_0^\infty C(s)\,ds/C(0)$. The variance of $t_h$ in a time $t$ is the double integral of $C(t'-t'')$ over both times. Collecting pairs with equal lag, and taking $t$ much longer than the decay of $C$,

$$
\operatorname{Var}t_h=2\int_0^t(t-s)\,C(s)\,ds\simeq2t\,\tau_w\,(R-1)B^2 . \tag{9}
$$

The relative scatter of the hypertime is therefore $\sqrt{2\tau_w(R-1)/t}$. The derivation of the exponential law above replaced the hypertime of a stay by $Bt$, and so it requires this scatter to be small over one residence time.

Finally, suppose that condition (2) is broken on $S_j$. Equation (5) still holds, because it concerns the interior. The rate inferred by dividing the biased rate by $B$ is now

$$
\frac{k_{b,j}}{B}=\frac{c}{Z_b}\int_{S_j}e^{-\beta(V+\Delta V)}d\sigma\;\frac{Z_b}{Z_A}
=k_j\,\langle e^{-\beta\Delta V}\rangle_{S_j}, \tag{10}
$$

where the last average runs over the surface with weight $e^{-\beta V}$. The inferred rate is too low wherever the bias is positive on a part of the surface. The factor generally differs from exit to exit, so the branching ratios are spoiled as well. An overlooked saddle lying under the bias suffers the same fate.

## An adatom on a periodic surface

The symbols carried over are these. The bias $\Delta V\ge0$ is added to the potential $V$ and vanishes on the dividing surfaces. The weight is $w=e^{\beta\Delta V}$, its time integral is the hypertime $t_h$, and its biased average is the boost $B=k_{b,j}/k_j=Z_A/Z_b$, with $k_j$ and $k_{b,j}$ the unbiased and biased TST rates through exit $j$. The relative variance of $w$ is $R-1$, with $R=\langle e^{\beta\Delta V}\rangle_A\langle e^{-\beta\Delta V}\rangle_A$, and $\tau_w$ is its correlation time. A bias that does not vanish on $S_j$ multiplies the inferred rate by the surface average $\langle e^{-\beta\Delta V}\rangle_{S_j}$.

Take one adatom with the mass of rhodium, 102.9 u, on a rigid channelled surface at 400 K, where $k_BT=0.03447$ eV. Its potential is

$$
V(x,y)=\frac{E_x}{2}\Big(1-\cos\frac{2\pi x}{a}\Big)+\frac{E_y}{2}\Big(1-\cos\frac{2\pi y}{b}\Big),
$$

with $E_x=0.60$ eV, $E_y=0.65$ eV, $a=0.27$ nm and $b=0.38$ nm. The state is one cell, $|x|<a/2$ and $|y|<b/2$, and its edges are the dividing surfaces. On the edges $x=\pm a/2$ the first term equals $E_x$ and the second is not negative, so $V\ge0.60$ eV there. On the other pair $V\ge0.65$ eV.

A bias that is a function of $V$ and vanishes above a cap $V_c\le0.60$ eV therefore meets the condition on every edge. With $u=V_c-V$, let

$$
\Delta V=\frac{u^2}{\alpha+u}\ \ (u>0),\qquad \Delta V=0\ \ (u\le0),
$$

with $V_c=0.55$ eV and $\alpha=0.15$ eV. Below the cap, the total potential is

$$
V+\Delta V=V_c-u+\frac{u^2}{\alpha+u}=V_c-\frac{\alpha u}{\alpha+u}.
$$

Since $du/dV=-1$, its derivative with respect to $V$ is

$$
\frac{d(V+\Delta V)}{dV}=\frac{\alpha^2}{(\alpha+u)^2}>0 .
$$

The biased force is the original force multiplied by this positive factor, which equals one at the cap. The force is thus continuous, and the bias creates no new minimum in which the adatom could be trapped. For large $\alpha$ the bias disappears, while for $\alpha\to0$ the well is filled level to the cap. At the bottom, $u=0.55$ eV and

$$
\Delta V_{\max}=\frac{0.55^2}{0.15+0.55}=0.432\ \text{eV}.
$$

The lowest barrier falls from 0.600 eV to $0.600-0.432=0.168$ eV, or $4.9\,k_BT$.

The unbiased rates can be found in closed form. The potential is a sum of a function of $x$ and one of $y$, so the $y$ integral along an edge $x=\pm a/2$ cancels against the same integral in $Z_A$. Two edges contribute, and the remaining integral is expressed by the modified Bessel function $I_0(z)=\pi^{-1}\int_0^\pi e^{z\cos\theta}d\theta$:

$$
k_x=2\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-\beta E_x}}{a\,e^{-\beta E_x/2}I_0(\beta E_x/2)} .
$$

For a high barrier, $I_0(z)\simeq e^z/\sqrt{2\pi z}$ with $z=\beta E_x/2$. The denominator becomes $a/\sqrt{\pi\beta E_x}$, and

the high-barrier form of $k_x$ follows by substitution. Within TST, a bias that vanishes on the dividing surfaces has been shown to hasten every exit by the same factor $B$, and the bias chosen for the adatom meets this condition; it remains to evaluate the rates and the boost, test the clock with trajectories, and size the errors and limits.
